# Biquadratic Spin Coupling from a Harmonic Bond Coordinate

Place four antiferromagnetically coupled classical spins on a rigid tetrahedron, and the Heisenberg energy cannot choose a ground state. Two spins up and two down, two antiparallel pairs at right angles, and four spins pointing to the corners all have the same energy. If the atoms can move, this degeneracy is false: each spin arrangement pulls differently on the bonds, and the relaxed energies differ. A spin model that freezes the bonds and keeps bilinear exchange alone misses the selection. The missing term follows from one Gaussian integral.

## Model and theorem

Let $\mathbf e_1,\mathbf e_2$ be classical unit vectors along two spins and $c=\mathbf e_1\cdot\mathbf e_2=\cos\theta$. Let $u$ be the change of their bond length from its value without exchange forces. Hartree atomic units are used, with $\hbar=1$ and temperature $T$ measured as an energy. The assumptions are:

1. The elastic energy is $ku^2/2$ with $k>0$.
2. The exchange is linear in the bond length, $J(u)=J_0+gu$.
3. The kinetic energy of the bond is $p^2/(2\mu)$, with constant mass $\mu$.

The potential energy is

$$E(u,c)=(J_0+gu)\,c+\tfrac12ku^2 .\tag{1}$$

With this sign, $J_0>0$ is antiferromagnetic.

**Theorem.** Define

$$B=\frac{g^2}{2k}\ge 0 .$$

Minimizing (1) over $u$ gives

$$E_{\rm eff}(c)=J_0c-Bc^2 .\tag{2}$$

In classical equilibrium at any $T>0$, integrating out $u$ and $p$ gives the same function, up to a constant independent of the spins. For several bonds with independent coordinates and a diagonal elastic energy, the energies (2) add.

**Lemma 1 (completing the square).** Energy (1) equals

$$E(u,c)=J_0c-\frac{g^2c^2}{2k}+\frac k2\left(u+\frac{gc}{k}\right)^2 .\tag{3}$$

*Proof.* Expanding the last term gives

$$\frac k2\left(u^2+\frac{2gcu}{k}+\frac{g^2c^2}{k^2}\right)=\frac12ku^2+gcu+\frac{g^2c^2}{2k}.$$

The final piece cancels the second term of (3), and what remains is (1). ∎

*Proof of the theorem.* The square in (3) is non-negative and vanishes at

$$u^*=-\frac{gc}{k},\tag{4}$$

which proves (2) for the minimum. At temperature $T$, set $v=u-u^*$. For fixed spins this shift leaves the integration measure and the infinite limits unchanged, so

$$\int_{-\infty}^{\infty}du\,e^{-E(u,c)/T}=e^{-(J_0c-Bc^2)/T}\int_{-\infty}^{\infty}dv\,e^{-kv^2/(2T)}=\sqrt{\frac{2\pi T}{k}}\;e^{-E_{\rm eff}(c)/T}.$$

The momentum integral is $\sqrt{2\pi\mu T}$. Neither prefactor contains $c$. For several independent bonds the integrand is a product of such factors, so the exponents add. ∎

**Remark 1 (where the sign comes from).** At $u^*$ the elastic cost is $k(u^*)^2/2=g^2c^2/(2k)=+Bc^2$. The exchange energy changes by $gu^*c=-g^2c^2/k=-2Bc^2$. The sum is $-Bc^2$. The sign of $g$ decides which spin arrangement lengthens the bond, but $B$ contains only $g^2$.

**Remark 2 (what is favoured).** For $g\neq0$ the added energy $-B\cos^2\theta$ has equal minima at $\theta=0$ and $\theta=\pi$ and its maximum at $\theta=\pi/2$. It favours a common axis without choosing between parallel and antiparallel. The bilinear term makes that choice, and it may also oppose collinearity, as the triangle below shows.

**Remark 3 (double counting).** A simulation that moves $u$ explicitly already contains this effect. If $-Bc^2$ is also added by hand to (1), the same integration gives $J_0c-2Bc^2$, twice the correct biquadratic term.

**Remark 4 (nonlinear exchange).** Suppose $J(u)$ also contains $J_2u^2/2$. The stiffness then becomes $k+J_2c$, which must be positive, and the Gaussian integral gives, up to a constant,

$$F(c)=J_0c-\frac{g^2c^2}{2(k+J_2c)}+\frac T2\ln\!\left(1+\frac{J_2c}{k}\right).$$

The logarithm comes from the prefactor, which now depends on $c$. The interaction is then temperature dependent and no longer purely biquadratic. Form (2) needs $|J_2|\ll k$ and a logarithmic term small compared with the energy differences of interest.

## When the effective energy also gives the motion

The theorem concerns energies and equilibrium weights. A trajectory needs a further condition. Let each spin have angular momentum $S\mathbf e_i$. A spin with energy $\mathbf h\cdot\mathbf S$ obeys $\dot{\mathbf S}=\mathbf h\times\mathbf S$, hence

$$S\,\dot{\mathbf e}_i=\frac{\partial E}{\partial\mathbf e_i}\times\mathbf e_i .$$

For the bond (1) this is $S\dot{\mathbf e}_1=(J_0+gu)\,\mathbf e_2\times\mathbf e_1$. The effective energy replaces the bracket by

$$\frac{dE_{\rm eff}}{dc}=J_0-2Bc=J_0-\frac{g^2c}{k}=J_0+gu^* .$$

The two torques agree when $u=u^*$.

**Proposition 1 (slow spins).** Let $\omega=\sqrt{k/\mu}$. If $u^*(t)$ varies slowly on the time scale $1/\omega$, the smooth part of the bond motion is

$$u=u^*-\frac{\ddot u^*}{\omega^2}+\cdots .\tag{5}$$

*Proof.* Newton's equation is $\mu\ddot u=-ku-gc=-k(u-u^*)$, or $u=u^*-\ddot u/\omega^2$. Inserting $u\simeq u^*$ on the right gives (5). ∎

For spins changing at a rate $\Omega$, the smooth correction is smaller than $u^*$ by a factor of order $(\Omega/\omega)^2$. A free oscillation at frequency $\omega$ may be added. If the bond starts at $u^*$ with zero velocity, the mismatch with $\dot u^*$ gives this oscillation an amplitude of order $\dot u^*/\omega$. Its torque alternates in sign, and integrating it over time brings another factor $1/\omega$. The leading error in the spins is therefore again of order $1/\omega^2$ over a fixed time.

This was tested on a three-spin chain with two separate bond coordinates, $S=3/2$ and $B=0.1J_0$, over a time $20/J_0$. The largest difference in any Cartesian spin component between the coupled and effective motions, sampled every $0.1/J_0$, was $2.26\times10^{-3}$, $6.13\times10^{-4}$ and $1.53\times10^{-4}$ for $\omega/J_0=10$, 20 and 40. This sampling misses part of the fast oscillation. Sampled every $0.002/J_0$ the maxima are $2.30\times10^{-3}$, $6.15\times10^{-4}$, $1.62\times10^{-4}$ and, for $\omega/J_0=80$, $4.06\times10^{-5}$, so successive doublings of $\omega$ reduce the error by factors of 3.7, 3.8 and 4.0. Dropping $B$ altogether gives a difference of 0.67.

A thermally excited bond does not start at $u^*$. Its free oscillation has an amplitude of order $\sqrt{T/k}$, which at fixed $k$ does not shrink as $\omega$ grows. Only the time integration of the alternating torque then supplies a small factor, so individual spin trajectories differ from the effective ones at order $1/\omega$ rather than $1/\omega^2$ over a fixed time. The equilibrium weights of the spins still follow from (2).

## Quantum spins

For a single bond between quantum spins, let $X=\mathbf S_1\cdot\mathbf S_2$ and

$$H=\frac{p^2}{2\mu}+\frac12ku^2+(J+\gamma u)X .$$

Here $J$ and $\gamma$ multiply spin operators, not unit vectors. In the classical limit $J_0=S^2J$ and $g=S^2\gamma$.

**Proposition 2.** If $x$ is an eigenvalue of $X$, the energies are

$$E_{x,n}=Jx-\frac{\gamma^2}{2k}x^2+\omega\left(n+\tfrac12\right),\qquad n=0,1,2,\ldots$$

*Proof.* $X$ commutes with $u$, $p$ and itself, hence with $H$. In the subspace $X=x$, Lemma 1 applies with $c$ replaced by $x$ and $g$ by $\gamma$. The constant shift of $u$ leaves $p$ unchanged, so an ordinary oscillator of frequency $\omega$ remains. ∎

For exchange linear in $u$ the zero-point energy does not depend on $x$, so quantum motion of the bond does not alter the coupling. A term quadratic in $u$, as in Remark 4, makes the frequency and hence the zero-point energy depend on $x$. Direct diagonalization for two spins $S=1$ reproduces the lowest 25 levels to within numerical rounding.

**Proposition 3.** For $S=1/2$ the induced term is not an independent biquadratic interaction. For $S\ge1$ it is.

*Proof.* For $S=1/2$, $X$ has the eigenvalues $-3/4$ (singlet) and $1/4$ (triplet). Therefore $(X+\tfrac34)(X-\tfrac14)=0$, which gives

$$X^2=\frac3{16}-\frac X2 .$$

The induced term becomes $-\frac{\gamma^2}{2k}X^2=-\frac{3\gamma^2}{32k}+\frac{\gamma^2}{4k}X$, a constant plus Heisenberg exchange. For $S\ge1$, $X$ has $2S+1\ge3$ different eigenvalues. A relation $X^2=a+bX$ would require all of them to solve one quadratic equation, which is impossible. ∎

For spin 1/2 the bond thus adds antiferromagnetic exchange. The classical picture of two equally favoured alignments does not carry over: the singlet has $x^2=9/16$ and the triplet only $1/16$.

In a network, $\mathbf S_1\cdot\mathbf S_2$ and $\mathbf S_2\cdot\mathbf S_3$ do not commute. The bond operators are then not jointly conserved, and the proof of Proposition 2 cannot be repeated bond by bond.

## The frustrated tetrahedron

Now let four magnetic atoms form a regular tetrahedron with a spring (1) on each edge. The six edge lengths are independent for small distortions: three lengths fix a triangle, and the other three fix the position of the fourth atom relative to it. This matches the $12-6=6$ internal coordinates of four atoms. The minimum over atomic positions is therefore the minimum over six separate $u$'s, and

$$E_{\rm eff}=J_0\sum_{i<j}c_{ij}-B\sum_{i<j}c_{ij}^2 .\tag{6}$$

At finite temperature the Cartesian volume element adds a factor that depends on the bond lengths. It is constant only to leading order in small distortions.

**Theorem 2.** For $J_0>0$ and any $B>0$, the ground states of (6) are exactly the collinear states with two spins up and two down.

*Proof.* Let $\mathbf M=\sum_i\mathbf e_i$. Since $|\mathbf M|^2=4+2\sum_{i<j}c_{ij}$,

$$J_0\sum_{i<j}c_{ij}=\frac{J_0}{2}\left(|\mathbf M|^2-4\right)\ge-2J_0 .$$

Each of the six $c_{ij}^2$ is at most 1, so the second term of (6) is at least $-6B$. Together, $E_{\rm eff}\ge-2J_0-6B$. Equality requires $\mathbf M=0$ and every $c_{ij}=\pm1$. The second condition makes all spins collinear, and the first then makes two up and two down. That state reaches the bound. ∎

No threshold appears because all states with $\mathbf M=0$ share the bilinear energy $-2J_0$. On this manifold $\sum c_{ij}=-2$, and the inequality between the mean square and the squared mean gives

$$\sum_{i<j}c_{ij}^2\ge\frac{(-2)^2}{6}=\frac23 .$$

Equality holds when all $c_{ij}=-1/3$, which is the regular tetrahedral arrangement of spins. It gains least from the lattice.

**Worked example.** Take round model parameters: $J_0=10^{-4}$ hartree, $g=-4\times10^{-4}$ hartree/bohr, $k=0.05$ hartree/bohr², $\mu=5\times10^4$ electron masses and an undistorted bond length of 6 bohr. Then

$$B=\frac{(4\times10^{-4})^2}{2(0.05)}=1.6\times10^{-6}\ \text{hartree}=0.0435\ \text{meV},\qquad \frac B{J_0}=0.016 .$$

For parallel spins,

$$u^*=-\frac{(-4\times10^{-4})(1)}{0.05}=0.008\ \text{bohr}.$$

The elastic cost is 1.6 microhartree and the exchange change is $-3.2$ microhartree, in the ratio found in Remark 1. A numerical integral over $u$, with the energies at $c=\pm1$ averaged to remove the bilinear term, gives $B=1.600$ microhartree at both 10 K and 300 K. This independence of temperature rests on the strictly linear $J(u)$, which these parameters strain. The root-mean-square amplitude of $u$ is 0.10 bohr from zero-point motion and 0.14 bohr classically at 300 K, so $|gu|/J_0$ is about 0.4 to 0.55. An exchange $J_0e^{-4u}$ with the same value and slope gives, by the same definition (with $|u|\le1.2$ bohr), $B\approx2.5$ microhartree classically at 300 K and $B\approx2.0$ microhartree for a quantum bond at 10 K. Since $\omega$ corresponds to 316 K, the bond is not classical at 10 K. The frequency is $\omega=\sqrt{0.05/(5\times10^4)}=10^{-3}$ hartree, ten times $J_0$.

The three spin arrangements named at the start have the following energies:

| Spin state | $\sum c_{ij}^2$ | $E/J_0$ | Lattice gain (microhartree) |
|---|---:|---:|---:|
| two up, two down | 6 | −2.0960 | 9.60 |
| orthogonal pairs | 2 | −2.0320 | 3.20 |
| regular tetrahedral | 2/3 | −2.0107 | 1.07 |

They were found by relaxing the Cartesian positions of the atoms, without using (6). Each gain equals $B\sum c_{ij}^2$; for the first, $6\times1.6=9.6$ microhartree. The full spread is

$$\left(6-\tfrac23\right)B=\tfrac{16}{3}B=8.53\ \text{microhartree}=0.232\ \text{meV}.$$

At temperature $T$ the Boltzmann weights of the first and last states differ by a factor $e^{16B/(3T)}$, where $16B/3$ corresponds to 2.7 K. The collinear states occupy little of the degenerate manifold, so the selection is already weak at that temperature: the thermal mean of $\sum c_{ij}^2$ is about 2.6 at 2.7 K (2.4 without $B$) and 3.3 at 1 K, against 6 for the collinear state.

A joint numerical search over spins and atoms also ends in the collinear state. Its two parallel bonds have length 6.008 bohr and its four antiparallel bonds 5.992 bohr, as (4) requires. Magnetic order and lattice distortion are selected together.

## A triangle has a threshold

Three atoms also have three independent bond lengths, so the same effective energy applies:

$$E_\triangle=J_0(c_{12}+c_{13}+c_{23})-B(c_{12}^2+c_{13}^2+c_{23}^2).$$

In the 120° state each $c_{ij}=-1/2$. In the collinear state two cosines are $-1$ and one is $+1$. Hence

$$E_{120}=-\tfrac32J_0-\tfrac34B,\qquad E_{\rm col}=-J_0-3B .\tag{7}$$

They are equal when $\tfrac94B=\tfrac12J_0$.

**Theorem 3.** For $J_0>0$ and $B>0$, the ground state is the 120° state if $B<2J_0/9$ and collinear if $B>2J_0/9$.

*Proof.* First let $B\le2J_0/9$. Since $|\mathbf e_1+\mathbf e_2+\mathbf e_3|^2\ge0$, the cosines sum to at least $-3/2$, so one of them is at least $-1/2$. Label that pair 2 and 3, and call its angle $2\delta$, with $0\le\delta\le60^\circ$.

Let $x$ be the component of $\mathbf e_1$ along the bisector of $\mathbf e_2$ and $\mathbf e_3$, and $y$ its component perpendicular to the bisector in their plane. Then $c_{12},c_{13}=x\cos\delta\pm y\sin\delta$, so

$$c_{12}+c_{13}=2x\cos\delta,\qquad c_{12}^2+c_{13}^2=2x^2\cos^2\delta+2y^2\sin^2\delta .$$

The energy is lowest for the largest $y^2$, namely $1-x^2$. Its part that depends on $x$ is then

$$2J_0x\cos\delta-2Bx^2\cos2\delta .$$

If $\cos2\delta\ge0$, this is concave in $x$ (or linear), so its minimum is at an end of $[-1,1]$; since $J_0\cos\delta>0$, that end is $x=-1$. If $\cos2\delta<0$, then $|\cos2\delta|\le\frac12$ and $\cos\delta\ge\frac12$. The derivative $2J_0\cos\delta+4B|\cos2\delta|x$ is at least $J_0-2B>0$, so again $x=-1$ is lowest.

It remains to examine $c_{12}=c_{13}=c=-\cos\delta$ and $c_{23}=2c^2-1$, with $-1\le c\le-\frac12$. The sum of squares is

$$Q=2c^2+(2c^2-1)^2=4c^4-2c^2+1 .$$

At $B_0=2J_0/9$,

$$E_\triangle+\tfrac53J_0=\tfrac{2J_0}{9}\left(-4c^4+11c^2+9c+2\right)=\tfrac{2J_0}{9}(c+1)(2c+1)^2(2-c)\ge0 .$$

The value $-\frac53J_0$ is the common energy (7) at $B_0$, and within this family it is reached only at the two states in (7).

For $B<B_0$, the energy equals its value at $B_0$ plus $(B_0-B)Q$. On this interval $Q=\frac34+4(c^2-\frac14)^2\ge\frac34$, so $E_\triangle\ge-\frac53J_0+\frac34(B_0-B)=E_{120}$.

For $B>B_0$, start from the bound $-\frac53J_0$, which the argument has established for every spin configuration at $B_0$. The sum of squares never exceeds 3, so $E_\triangle\ge-\frac53J_0-3(B-B_0)=E_{\rm col}$. Equality needs all three squares to be 1, which means collinear spins. ∎

A numerical scan of spin directions places the change at $B/J_0=0.2222$. The example bonds have $B/J_0=0.016$, far below it. In a triangle they leave the 120° state lowest, with $E=-1.512J_0$. The same bond that selects collinear order in the tetrahedron does not do so here, because the bilinear energy of the triangle already prefers a noncollinear state.

## Clamped neighbours change the interaction

Independent bond coordinates are an assumption about the lattice. Sharing an atom does not by itself violate it: every atom of the triangle and the tetrahedron belongs to several bonds, yet the bond lengths can change independently. The assumption fails when the lengths are tied together. Suppose one atom moves by $x$ on a line between two clamped neighbours. One bond lengthens by $x$ and the other shortens by $x$. With $c_1,c_2$ the cosines on the two bonds,

$$E=J_0(c_1+c_2)+gx(c_1-c_2)+kx^2 ,$$

where the two springs contribute $kx^2/2$ each. Setting the derivative to zero gives $x^*=-g(c_1-c_2)/(2k)$, and substitution gives

$$E_{\rm eff}=J_0(c_1+c_2)-\frac{g^2}{4k}(c_1-c_2)^2=J_0(c_1+c_2)-\frac B2(c_1-c_2)^2 .\tag{8}$$

Expanding the square gives $-\frac B2c_1^2-\frac B2c_2^2+Bc_1c_2$. The on-bond terms are half as strong as in (2), and a new term couples the two bonds.

If $c_1=c_2$, the forces on the middle atom cancel and motion along the line gains nothing, even for fully parallel spins. This assumes that the surroundings hold the atom on the line. With $g<0$, parallel spins push both bonds to lengthen, and an atom free to move sideways could lengthen both at once. For $c_1=1$ and $c_2=-1$ the gain is $2B=3.2$ microhartree with the example parameters. Here the lattice favours unequal bonds. The largest gain still belongs to a collinear state, one bond parallel and one antiparallel, but collinearity alone, with $c_1=c_2=\pm1$, gains nothing on the line. In a crystal whose bond lengths cannot all change independently, the elastic problem must be solved for the atomic displacements before a purely on-bond biquadratic term is adopted.

The numerical output below lists the main computed values quoted in the text.

## Numbers as computed

```
J0 = 1.000e-04 hartree
g = -4.000e-04 hartree/bohr
k = 0.050 hartree/bohr^2
mu = 5.0e+04 electron masses
undistorted bond length = 6.00 bohr
omega = 1.000e-03 hartree
B = 1.600e-06 hartree = 0.04354 meV
B/J0 = 0.0160
relaxed u for parallel spins = 0.00800 bohr
elastic cost, parallel spins = 1.600 microhartree
exchange change, parallel spins = -3.200 microhartree
B from free energy at 10 K = 1.60000 microhartree
B from free energy at 300 K = 1.60000 microhartree
spin-1 pair: largest error of 25 levels = 4.0e-14 omega
dynamics test: B/J0 = 0.1, spin length = 1.5, time span = 20 hbar/J0
max spin deviation, hbar*omega = 10 J0: 2.26e-03
max spin deviation, hbar*omega = 20 J0: 6.13e-04
max spin deviation, hbar*omega = 40 J0: 1.53e-04
max spin deviation if B is dropped: 6.69e-01
tetrahedron, collinear: E = -2.09600 J0, gain = 9.6000 microhartree
tetrahedron, orthogonal pairs: E = -2.03200 J0, gain = 3.2000 microhartree
tetrahedron, regular tetrahedral: E = -2.01067 J0, gain = 1.0667 microhartree
regular tetrahedral minus collinear = 8.5333 microhartree = 0.2322 meV
joint search: lowest E = -2.09600 J0
joint search: parallel bonds = 2, antiparallel bonds = 4
parallel bond length = 6.0080 bohr
antiparallel bond length = 5.9920 bohr
triangle: collinear above B/J0 = 0.22222
triangle with the example bonds: E = -1.5120 J0, collinear: False
shared atom, c1 = 1, c2 = 1: gain = 0.0000 microhartree
shared atom, c1 = 1, c2 = -1: gain = 3.2000 microhartree
```
